# Gate-voltage interval that fills one Landau level in a silicon MOSFET

## Problem

A silicon MOSFET on a (100) surface has a silicon dioxide layer of thickness $t_{ox}=20$ nm. It is held at 4.2 K in a magnetic field $B=10$ T perpendicular to the surface. Each Landau level of the inversion layer is fourfold degenerate, counting two spins and two valleys.

(a) How many electrons per unit area fill one such level?

(b) By how much must the gate voltage rise to supply them, if the voltage needed inside the silicon is ignored?

(c) The gate voltage is measured between gate and source. Find the interval between the filling factors $\nu=4$ and $\nu=8$, where $\nu$ is the electron density divided by $eB/h$, with the silicon included.

(d) Estimate the effects left out, and state when the answer fails.

Use these rough typical values: relative permittivities 3.9 for the oxide and 11.7 for silicon; electron masses $m_t=0.19\,m_0$ along the surface and $m_l=0.916\,m_0$ normal to it, with $m_0$ the free-electron mass; depletion density $N_d=4\times10^{11}$ cm$^{-2}$; mobility $10^4$ cm$^2$/Vs. The charge $e$ is positive, so an electron carries $-e$. The depletion charge and the charge in the oxide stay fixed while the gate voltage changes.

## Solution

### (a) The capacity of a level

Take one spin and one valley, and choose the vector potential $\mathbf A=(0,Bx,0)$. An electron has kinetic momentum $\mathbf p+e\mathbf A$, so its motion along the surface is governed by

$$H=\frac{p_x^2}{2m_t}+\frac{(p_y+eBx)^2}{2m_t}.$$

Since $y$ does not appear in $H$, the states have the form $e^{iky}u(x)$. Replacing $p_y$ by $\hbar k$ and taking $eB$ out of the bracket gives

$$\frac{(\hbar k+eBx)^2}{2m_t}=\frac{m_t\omega_c^2}{2}\left(x+\frac{\hbar k}{eB}\right)^2,\qquad \omega_c=\frac{eB}{m_t}.$$

This is a harmonic oscillator centred at $x_k=-\hbar k/(eB)$. Its energies $(N+\tfrac12)\hbar\omega_c$ do not depend on $k$, so all values of $k$ with the same $N$ form one level.

For a sample of sides $L_x$ and $L_y$, periodic along $y$, the allowed $k$ are spaced by $2\pi/L_y$. Neighbouring centres are then $h/(eBL_y)$ apart. The number of centres that fit into the length $L_x$ is

$$\frac{L_x}{h/(eBL_y)}=\frac{eB}{h}L_xL_y .$$

States near the edges are a negligible fraction when $L_x$ is much larger than the orbit. Each spin and valley therefore holds $eB/h$ electrons per unit area, whatever the mass.

Silicon has six conduction valleys. On a (100) surface, two of them have their heavy mass $m_l$ normal to the surface. A heavier mass lowers the energy of confinement, so these two form the lowest subband. With two spins the capacity is

$$n_4=\frac{4eB}{h}=4\times2.418\times10^{11}\ \text{cm}^{-2}=9.67\times10^{11}\ \text{cm}^{-2}.$$

### (b) The voltage across the oxide

Let $F_{ox}$ be the oxide field, pointing from gate to silicon. By Gauss's law it ends on the negative charge in the silicon:

$$\varepsilon_{ox}F_{ox}=e(n+N_d)+\text{constant}.$$

Here $n$ is the inversion density, and the constant comes from fixed charge at the interface. Fixed charge inside the oxide also adds only a constant to the voltage drop. When $n$ rises by $n_4$, the drop $F_{ox}t_{ox}$ therefore rises by

$$\Delta V_{ox}=\frac{e n_4t_{ox}}{\varepsilon_{ox}}=\frac{e n_4}{C_{ox}}=\frac{4e^2B}{hC_{ox}},\qquad C_{ox}=\frac{\varepsilon_{ox}}{t_{ox}} .$$

The capacitance is 0.1727 μF/cm$^2$ and the charge of a full level is $e n_4=0.1550$ μC/cm$^2$, so

$$\Delta V_{ox}=\frac{0.1550}{0.1727}\ \text{V}=0.90\ \text{V}.$$

This is an interval, not the total gate voltage. It is proportional to $B$ and to $t_{ox}$, and amounts to 90 mV per tesla for this oxide. At this order it is the same for every fourfold level of the lowest subband.

### (c) The voltage measured between gate and source

A voltmeter reads a difference of Fermi levels. The source is in equilibrium with the channel, so with $\mu$ the Fermi level of the channel and $\mu_g$ that of the gate,

$$eV=\mu-\mu_g=[E_c(0)-\mu_g]+[E_0-E_c(0)]+[\mu-E_0].$$

Here $E_c(0)$ is the conduction-band edge at the silicon surface and $E_0$ is the bottom of the lowest subband. The first bracket is $eF_{ox}t_{ox}$ plus a constant set by the materials, because the electron's potential energy rises from the positive gate towards the silicon. Its change is the result of part (b).

The third bracket follows from the level diagram. At $\nu=4$ the level $N=0$ is full and $N=1$ is empty. At low temperature the few electrons excited into $N=1$ must equal the holes left in $N=0$. Both levels have the same capacity, so $\mu$ lies midway between them:

$$\mu-E_0=\tfrac12\left(\tfrac12+\tfrac32\right)\hbar\omega_c=\hbar\omega_c .$$

At $\nu=8$ the same argument, applied to $N=1$ and $N=2$, gives $2\hbar\omega_c$. Hence

$$\Delta V=\frac{e n_4}{C_{ox}}+\frac{\Delta[E_0-E_c(0)]}{e}+\frac{\hbar\omega_c}{e}.$$

The last term is 6.1 mV. It belongs to the gaps. In the limit of zero temperature, $\mu-E_0$ stays constant while an ideally sharp level fills, so for the interval from the first electron of the level to the last this term is dropped. At 4.2 K the Fermi level already moves by a few meV during the filling.

The second term requires the potential well at the surface. Let $z$ be the depth below the oxide, $\psi(z)$ the normalized subband wave function, and $U(z)$ the potential energy measured from $E_c(0)$. At depth $z$ the field is produced by the charge lying deeper. Over the few nanometres of the well, nearly all the depletion charge is deeper, so

$$\frac{dU}{dz}=\frac{e^2}{\varepsilon_{Si}}\left[N_d+n\int_z^\infty|\psi(z')|^2dz'\right].$$

Integrating from the surface, where $U=0$, an electron at $z'$ contributes to the slope only up to $z'$. Therefore

$$U(z)=\frac{e^2}{\varepsilon_{Si}}\left[N_dz+n\int_0^\infty\min(z,z')|\psi(z')|^2dz'\right].$$

The wave function in turn obeys

$$-\frac{\hbar^2}{2m_l}\psi''+U\psi=[E_0-E_c(0)]\psi,\qquad \psi(0)=0 .$$

The boundary condition treats the oxide as a hard wall. This is the Hartree approximation: each electron feels the average charge of the others. The two equations were solved by finite differences with a step of 0.1 nm over 40 nm of silicon, and repeated until the density reproduced itself. The results are:

- at $\nu=4$, $E_0-E_c(0)=55.0$ meV and the mean depth is 2.39 nm;
- at $\nu=8$, $E_0-E_c(0)=77.1$ meV and the mean depth is 2.11 nm.

The subband bottom rises by 22.1 meV. The size can be understood by first keeping the wave function fixed. The added electrons then raise the energy by $e^2n_4/\varepsilon_{Si}$ times the average of $\min(z,z')$. This average is below the mean depth of 2.39 nm, so the rise would be less than

$$\frac{(1.550\times10^{-3}\ \text{C/m}^2)(2.39\times10^{-9}\ \text{m})}{11.7\times8.854\times10^{-12}\ \text{F/m}}\,e=36\ \text{meV}.$$

The average is in fact 1.76 nm, which gives 26 meV. In the full solution the wave function also contracts towards the surface, as the two mean depths show. The hard wall limits the accuracy of these figures: with a finite oxide barrier of 3.1 eV and an oxide mass of 0.4 to 0.5 $m_0$, the two energies fall to about 53 and 74 meV and the rise to about 21 meV, roughly 1 mV less in the interval.

Adding the three terms gives

$$\Delta V=(897.5+22.1+6.1)\ \text{mV}=0.926\ \text{V}.$$

The silicon adds 3.1% to the oxide result. Without the gap term the interval is 0.920 V. The rise of the subband acts like extra oxide of thickness $(22.1/897.5)\times20\ \text{nm}=0.5$ nm.

**A thin oxide.** Suppose $t_{ox}$ were 2 nm, with $B$, $n$ and $N_d$ unchanged. The oxide term would fall tenfold to 90 mV. The two silicon terms do not contain $t_{ox}$ and would still add 28 mV, now 31% of the oxide term in the Hartree model. For so thin an oxide the effects of part (d) matter more: exchange alone lowers this share to about 27%, and a real 2 nm oxide also passes direct tunnelling current and makes the depth of the charge in the gate important. The short formula of part (b) is thus good when the oxide is thick compared with the electrons' depth scaled by $\varepsilon_{ox}/\varepsilon_{Si}$, and when $\hbar\omega_c/e$ is small compared with the oxide term.

### (d) What was left out

**Other subbands.** At $\nu=8$ the next empty level, $N=2$, lies $2.5\times6.093=15.2$ meV above $E_0$. In the same well, the second subband and the lowest subband of the other four valleys both begin about 28 meV above $E_0$. The electrons therefore do enter the assumed level. At $\nu=4$ the calculated order also places $N=1$ below the levels of these subbands.

**Exchange.** The Hartree energy omits the tendency of electrons with the same spin and valley to avoid each other. For an estimate, treat the layer as ideally thin, lying between half-spaces of oxide and silicon. The interaction is then $e^2/(4\pi\bar\varepsilon r)$, with $\bar\varepsilon$ the mean of the two permittivities. Let $\ell=\sqrt{\hbar/(eB)}=8.11$ nm.

The exchange energy between a level $N$ and a full level $M$ requires the sum $P_N(\mathbf r,\mathbf r')=\sum\phi(\mathbf r)\phi^*(\mathbf r')$ over all orbitals $\phi$ of a level. Put $\mathbf r'$ at the origin and use orbitals of definite angular momentum. Only the one with zero angular momentum is nonzero there. It is the radial oscillator state $(2\pi\ell^2)^{-1/2}e^{-r^2/4\ell^2}L_N(r^2/2\ell^2)$, where $L_0=1$, $L_1(x)=1-x$ and $L_2(x)=1-2x+x^2/2$. Since $L_N(0)=1$,

$$P_N(\mathbf r,0)=\frac{1}{2\pi\ell^2}e^{-r^2/4\ell^2}L_N\!\left(\frac{r^2}{2\ell^2}\right).$$

The exchange energy per electron of level $N$ is minus the integral of the interaction times $P_NP_M$, divided by the density $1/(2\pi\ell^2)$ of one level. With $s=r/\ell$ it becomes

$$X_{NM}=-\frac{e^2}{4\pi\bar\varepsilon\ell}\int_0^\infty e^{-s^2/2}L_N\!\left(\tfrac{s^2}{2}\right)L_M\!\left(\tfrac{s^2}{2}\right)ds .$$

The prefactor is 22.75 meV. With the weight $e^{-s^2/2}$, whose integral is $\sqrt{\pi/2}$, the averages of $s^2$, $s^4$ and $s^6$ are 1, 3 and 15. In units of $\sqrt{\pi/2}$ the integrals are therefore 1 for the pair 00, $\tfrac12$ for 10, $\tfrac34$ for 11, $\tfrac38$ for 20 and $\tfrac7{16}$ for 21.

The Fermi level shifts by the mean shift of the last full and first empty levels. In units of $-\sqrt{\pi/2}$ times the prefactor, this mean is

$$\nu=4:\ \tfrac12\left(1+\tfrac12\right)=\tfrac34,\qquad \nu=8:\ \tfrac12\left[\left(\tfrac12+\tfrac34\right)+\left(\tfrac38+\tfrac7{16}\right)\right]=\tfrac{33}{32}.$$

The difference is $\tfrac9{32}$, so exchange changes the interval by $-\tfrac9{32}\times1.253\times22.75=-8.0$ mV. This is about 1% of the interval. Because correlation, the thickness of the layer and screening by the gate are missing, it serves as a size and is not added to the answer. Averaging the interaction over the Hartree wave functions, with the gate included, reduces it to about $-5$ mV.

**Image force.** The oxide has a lower permittivity than silicon, so an electron near the interface is repelled by its own image charge. This adds the potential energy

$$\frac{e^2}{16\pi\varepsilon_{Si}z}\,\frac{\varepsilon_{Si}-\varepsilon_{ox}}{\varepsilon_{Si}+\varepsilon_{ox}}$$

to $U(z)$. Solving the Hartree equations with this term raises $E_0$ by about 10 meV at both fillings. Most of this cancels in the difference, and the interval grows by only about 2 mV.

**Spin and valley splitting.** With $g=2$ the Zeeman splitting is 1.16 meV. If all four sublevels are resolved, each takes a quarter of the oxide term, 0.22 V. The charge between $\nu=4$ and $\nu=8$ is unchanged.

**Temperature and scattering.** The thermal energy is 0.36 meV at 4.2 K, well below $\hbar\omega_c=6.09$ meV. At 300 K it is 25.9 meV, and electrons spread over several levels. The capacity $n_4$ still exists, but no single level is filled in that interval. If the mobility is $e\tau/m_t$, with $\tau$ the scattering time, then $\omega_c\tau$ equals mobility times $B$, here 10. Without the magnetic field the collision broadening would be $\hbar/\tau=\hbar\omega_c/10=0.61$ meV. In the field, the states are gathered into levels of width $\Gamma$, which raises the density of states there, and with it the scattering rate, by a factor of about $\hbar\omega_c/\Gamma$. Hence $\Gamma\approx(\hbar/\tau)(\hbar\omega_c/\Gamma)$, or $\Gamma\approx\hbar\omega_c/\sqrt{10}\approx1.9$ meV. This estimate fixes only the order of size. The self-consistent Born approximation for short-range scatterers gives a half-width of 1.5 meV, or a full width of 3.0 meV. That is half of $\hbar\omega_c$, and a gap of about 2 meV is left after the Zeeman splitting, so the fourfold groups remain separate.

**The real device.** The oxide and its interface also limit the accuracy. An error of 1 nm in the oxide thickness moves the interval by 5%, or 45 mV, more than all the silicon corrections together. If interface traps capture $10^{10}$ electrons per cm$^2$ during the sweep, the gate must supply them too, which adds about 9 mV. Breakdown is not close: at $\nu=8$ the field $e(n+N_d)/\varepsilon_{ox}$ is 1.1 MV/cm, against a rough breakdown field of 10 MV/cm.

The count also depends on geometry. Another surface orientation can change the valley degeneracy, and in a tilted field only the component normal to the surface enters $eB/h$.

**Answer.** One level holds $9.67\times10^{11}$ electrons per cm$^2$. Filling it takes 0.90 V across the oxide, and about 0.93 V between gate and source from $\nu=4$ to $\nu=8$ in the Hartree model.
